# Closing time of a filament gap at constant voltage: a numerical check

```python
# Result under test: a filament tip moving with speed v0*exp(b*V/g) closes
# an initial gap g0 at constant voltage V in the time
#     t_c = (g0/v0)*E2(x),   x = b*V/g0,
# which tends to g0^2*exp(-b*V/g0)/(v0*b*V) for x >> 1.
# g: remaining gap (nm); V: voltage (V); v0: zero-field speed factor (nm/s);
# b: field coefficient (nm/V); E2: exponential integral of order two.
# Hopping model: v0 = a*nu*exp(-Ea/kT), b = z*a/(2kT), with hop length a,
# attempt frequency nu, barrier Ea and ion charge number z.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expn

K_B = const.k / const.e                       # eV/K


def travel_time(slowness, gap):
    """Time to close a gap, from the integral of 1/speed."""
    return quad(slowness, 0.0, gap, epsabs=0.0, epsrel=1e-10, limit=400)[0]


def scaled_time(length, gap):
    """Closing time for v0 = 1, by quadrature."""
    return travel_time(lambda g: math.exp(-length / g), gap)


# --- exact formula, bounds and high-field limit against quadrature ---
for x in (0.5, 2.0, 7.0, 20.0, 50.0, 200.0):
    numeric = scaled_time(x, 1.0)
    assert abs(numeric / expn(2, x) - 1) < 1e-8
    ratio = numeric / (math.exp(-x) / x)
    assert x / (x + 2) < ratio < x / (x + 1)
    if x >= 20:
        assert abs(x * (1 - ratio) - 2) < 7 / x

# --- where the time is spent: high field, then low field ---


def half_time_gap(length, gap):
    total = scaled_time(length, gap)
    return brentq(lambda g: scaled_time(length, g) - total / 2,
                  0.05 * gap, gap)


advance_high = 1 - half_time_gap(200.0, 1.0)
assert abs(advance_high * 200 / math.log(2) - 1) < 3 / 200
advance_low = 1 - half_time_gap(0.05, 1.0)
assert advance_low > 0.4                      # no dominance at low field

# --- example parameters: rough values for a defective MgO film ---
z, a, nu, Ea = 2, 0.30, 1e13, 0.70            # -, nm, 1/s, eV
V, g0, T = 3.0, 5.0, 300.0                    # V, nm, K


def hop_parameters(temperature, barrier=Ea):
    kT = K_B * temperature
    return a * nu * math.exp(-barrier / kT), z * a / (2 * kT)


def closing_time(temperature=T, barrier=Ea, gap=g0):
    speed0, coeff = hop_parameters(temperature, barrier)
    return gap / speed0 * expn(2, coeff * V / gap)


kT = K_B * T
v0, b = hop_parameters(T)
L = b * V
x0 = L / g0
delta = g0**2 / L
t_c = closing_time()
t_lead = g0**2 * math.exp(-x0) / (v0 * L)


def left_fraction(gap):
    """Fraction of the closing time still left at this gap."""
    return scaled_time(L, gap) / scaled_time(L, g0)


# --- equation of motion integrated in time, against the E2 formula ---


def motion(time, gap):
    # the floor only protects trial steps; the checked path stays above it
    safe = max(gap[0], 0.2 * g0)
    return [-t_c * v0 * math.exp(L / safe)]


for part in (0.5, 0.9, 0.99):
    run = solve_ivp(motion, (0, part), [g0], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    g_end = run.y[0, -1]
    assert run.success and g_end > 0.25 * g0
    left = g_end / v0 * expn(2, L / g_end) / t_c
    assert abs(left - (1 - part)) < 1e-6
    if part == 0.5:
        g_half = g_end
log_gap = g0 - delta * math.log(2)

# --- sensitivities by finite differences of the quadrature ---
h = 1e-4
gap_power = math.exp(-x0) / expn(2, x0)
num_gap = (math.log(scaled_time(L, g0 * math.exp(h)))
           - math.log(scaled_time(L, g0 * math.exp(-h)))) / (2 * h)
num_volt = (math.log(scaled_time(L * math.exp(h), g0))
            - math.log(scaled_time(L * math.exp(-h), g0))) / (2 * h)
assert abs(num_gap - gap_power) < 1e-4
assert abs(num_volt - (1 - gap_power)) < 1e-4
assert x0 + 1 < num_gap < x0 + 2
assert -(x0 + 1) < num_volt < -x0

# --- barrier of a tilted cosine potential ---


def tilted_barrier(field):
    """Barrier (eV) in a field (V/nm); zero once the well is gone."""
    f = z * field * a / (math.pi * Ea)
    if f >= 1:
        return 0.0
    return Ea * (math.sqrt(1 - f * f) - f * math.acos(f))


def grid_barrier(field):
    s = np.linspace(0, a / 2, 200001)
    u = Ea / 2 * (1 - np.cos(2 * np.pi * s / a)) - z * field * s
    return u.max() - u.min()


field0 = V / g0
assert abs(grid_barrier(field0) - tilted_barrier(field0)) < 1e-8
weak = 1e-3
assert abs((Ea - grid_barrier(weak)) / (z * a * weak / 2) - 1) < 2e-3
second_order = tilted_barrier(field0) - (Ea - z * a * field0 / 2)
t_tilt = travel_time(
    lambda g: math.exp(tilted_barrier(V / g) / kT) / (a * nu), g0)

# --- backward hops and atomic layer steps ---
t_back = travel_time(
    lambda g: math.exp(-L / g) / (v0 * -math.expm1(-2 * L / g)), g0)
layer_gaps = np.arange(g0, 0, -a)
t_layers = float(np.sum(a / v0 * np.exp(-L / layer_gaps)))

# --- field at a curved (hyperboloidal) tip facing a plane ---


def tip_field(gap, radius):
    eta = math.sqrt(gap / (gap + radius))
    focus = gap / eta
    return V / (math.atanh(eta) * focus * (1 - eta**2))


def tip_potential(px, py, pz, gap, radius):
    eta_tip = math.sqrt(gap / (gap + radius))
    c = gap / eta_tip
    rho2 = px * px + py * py
    eta = (math.sqrt(rho2 + (pz + c)**2)
           - math.sqrt(rho2 + (pz - c)**2)) / (2 * c)
    return V * math.atanh(eta) / math.atanh(eta_tip)


R_tip = 10.0                                  # nm
step = 0.01
point = np.array([1.5, 0.7, 2.0])
laplacian = 0.0
for axis in np.eye(3):
    laplacian += (tip_potential(*(point + step * axis), g0, R_tip)
                  + tip_potential(*(point - step * axis), g0, R_tip)
                  - 2 * tip_potential(*point, g0, R_tip)) / step**2
assert abs(laplacian) < 1e-5
rho = 0.1                                     # surface near the apex
surface = tip_potential(rho, 0, g0 + rho**2 / (2 * R_tip), g0, R_tip)
assert abs(surface - V) < 1e-6
slope = (tip_potential(0, 0, g0 + 1e-4, g0, R_tip)
         - tip_potential(0, 0, g0 - 1e-4, g0, R_tip)) / 2e-4
assert abs(slope / tip_field(g0, R_tip) - 1) < 1e-6
assert abs(tip_field(g0, 1e5) * g0 / V - 1) < 1e-3


def curved_slowness(radius):
    return lambda g: math.exp(-b * tip_field(g, radius)) / v0


t_curved = travel_time(curved_slowness(R_tip), g0)
t_blunter = travel_time(curved_slowness(100.0), g0)

# --- vanishing barrier and breakdown ---
g_zero = z * a * V / (2 * Ea)
t_zero = g_zero / (a * nu)
assert t_zero / t_c < 1e-6
F_bd = 1.0                                    # V/nm, rough
g_bd = V / F_bd
g_bd_curved = brentq(lambda g: tip_field(g, R_tip) - F_bd, 1.0, g0)
left_bd_curved = travel_time(curved_slowness(R_tip),
                             g_bd_curved) / t_curved

# --- tunnelling current and Joule heating, rough upper-type estimate ---
phi, m_rel, k_F, kappa = 3.5, 0.4, 12.0, 10.0  # eV, -, 1/nm, W/(m K)
wave = math.sqrt(2 * m_rel * const.m_e * const.e) / const.hbar * 1e-9


def action_per_nm():
    return 2 * wave * 2 / (3 * V) * (phi**1.5 - (phi - V)**1.5)


direct = quad(lambda s: 2 * wave * math.sqrt(phi - V * s), 0, 1)[0]
assert abs(direct / action_per_nm() - 1) < 1e-7


def tunnel_current(gap):
    channels = math.pi * R_tip**2 * k_F**2 / (4 * math.pi)
    quantum = 2 * const.e**2 / const.h
    return channels * quantum * V * math.exp(-action_per_nm() * gap)


def heating(gap):
    return tunnel_current(gap) * V / (4 * kappa * R_tip * 1e-9)


g_hot = brentq(lambda g: math.log(heating(g) / 10.0), 0.3, g0)

t_au = const.physical_constants["atomic unit of time"][0]
print("INPUTS (rough values for a defective MgO film)")
print(f"ion charge number z = {z}")
print(f"hop length a = {a:.2f} nm")
print(f"attempt frequency nu = {nu:.1e} 1/s")
print(f"hop barrier Ea = {Ea:.2f} eV")
print(f"voltage V = {V:.1f} V")
print(f"initial gap g0 = {g0:.1f} nm")
print(f"temperature T = {T:.0f} K, kT = {kT:.5f} eV")
print("MODEL")
print(f"mean field V/g0 = {10 * field0:.2f} MV/cm")
print(f"v0 = {v0:.4e} nm/s")
print(f"b = {b:.3f} nm/V")
print(f"L = bV = {L:.3f} nm")
print(f"x = L/g0 = {x0:.4f}")
print(f"E2(x) = {expn(2, x0):.4e}")
print(f"closing time, exact = {t_c:.4e} s")
print(f"closing time, exact = {t_c / t_au:.3e} atomic units")
print(f"closing time, leading form = {t_lead:.4e} s")
print(f"leading/exact = {t_lead / t_c:.4f}")
print(f"bounds on it: {1 + 1 / x0:.4f} to {1 + 2 / x0:.4f}")
print(f"delta = g0^2/L = {delta:.4f} nm")
print(f"gap at half time = {g_half:.4f} nm")
print(f"same, logarithmic law = {log_gap:.4f} nm")
print(f"time left after advance delta = {left_fraction(g0-delta):.4f}")
print(f"time left at half the gap = {left_fraction(g0 / 2):.3e}")
print(f"d ln t/d ln g0 = {gap_power:.4f}")
print(f"d ln t/d ln V = {1 - gap_power:.4f}")
print(f"time ratio, 10% larger gap = {closing_time(gap=1.1*g0)/t_c:.3f}")
print(f"half-time advance/g0 at x=0.05: {advance_low:.3f}")
print(f"half-time advance/g0 at x=200: {advance_high:.5f}")
print("NEGLECTED EFFECTS (time ratio to the exact model time)")
print(f"backward hops: ratio - 1 = {t_back / t_c - 1:.2e}")
print(f"second-order barrier change = {second_order:.4f} eV")
print(f"with full cosine barrier: {t_tilt / t_c:.3f}")
print(f"with atomic layer steps: {t_layers / t_c:.3f}")
print(f"tip field, radius {R_tip:.0f} nm = "
      f"{10 * tip_field(g0, R_tip):.2f} MV/cm")
print(f"with tip radius {R_tip:.0f} nm: {t_curved / t_c:.4f}")
print(f"with tip radius 100 nm: {t_blunter / t_c:.4f}")
print(f"at 358 K: {closing_time(temperature=358.0) / t_c:.4e}")
print(f"barrier 0.1 eV higher: {closing_time(barrier=Ea+0.1)/t_c:.2f}")
print(f"gap where barrier vanishes = {g_zero:.3f} nm")
print(f"time below it at speed a*nu = {t_zero:.2e} s")
print(f"rough breakdown field = {10 * F_bd:.0f} MV/cm")
print(f"blunt tip reaches it at gap = {g_bd:.2f} nm")
print(f"time fraction left there = {left_fraction(g_bd):.3e}")
print(f"10 nm tip reaches it at gap = {g_bd_curved:.2f} nm")
print(f"its own time fraction left = {left_bd_curved:.3e}")
print(f"rough electron barrier = {phi:.1f} eV, mass = {m_rel:.1f} m_e")
print(f"rough k_F = {k_F:.0f} 1/nm, heat cond. = {kappa:.0f} W/(m K)")
print(f"tunnel current at g0 = {tunnel_current(g0):.1e} A")
print(f"heating at g0 = {heating(g0):.1e} K")
print(f"gap where heating is 10 K = {g_hot:.2f} nm")
print(f"time fraction left there = {left_fraction(g_hot):.1e}")
print("verified")
```

Printed output:

```
INPUTS (rough values for a defective MgO film)
ion charge number z = 2
hop length a = 0.30 nm
attempt frequency nu = 1.0e+13 1/s
hop barrier Ea = 0.70 eV
voltage V = 3.0 V
initial gap g0 = 5.0 nm
temperature T = 300 K, kT = 0.02585 eV
MODEL
mean field V/g0 = 6.00 MV/cm
v0 = 5.2196e+00 nm/s
b = 11.605 nm/V
L = bV = 34.814 nm
x = L/g0 = 6.9627
E2(x) = 1.0791e-04
closing time, exact = 1.0337e-04 s
closing time, exact = 4.273e+12 atomic units
closing time, leading form = 1.3022e-04 s
leading/exact = 1.2598
bounds on it: 1.1436 to 1.2872
delta = g0^2/L = 0.7181 nm
gap at half time = 4.6314 nm
same, logarithmic law = 4.5022 nm
time left after advance delta = 0.2346
time left at half the gap = 2.625e-04
d ln t/d ln g0 = 8.7716
d ln t/d ln V = -7.7716
time ratio, 10% larger gap = 2.236
half-time advance/g0 at x=0.05: 0.442
half-time advance/g0 at x=200: 0.00342
NEGLECTED EFFECTS (time ratio to the exact model time)
backward hops: ratio - 1 = 3.45e-07
second-order barrier change = 0.0094 eV
with full cosine barrier: 1.592
with atomic layer steps: 1.281
tip field, radius 10 nm = 7.89 MV/cm
with tip radius 10 nm: 0.1103
with tip radius 100 nm: 0.7940
at 358 K: 4.4249e-02
barrier 0.1 eV higher: 47.85
gap where barrier vanishes = 1.286 nm
time below it at speed a*nu = 4.29e-13 s
rough breakdown field = 10 MV/cm
blunt tip reaches it at gap = 3.00 nm
time fraction left there = 3.766e-03
10 nm tip reaches it at gap = 3.71 nm
its own time fraction left = 5.035e-02
rough electron barrier = 3.5 eV, mass = 0.4 m_e
rough k_F = 12 1/nm, heat cond. = 10 W/(m K)
tunnel current at g0 = 3.6e-20 A
heating at g0 = 2.7e-13 K
gap where heating is 10 K = 1.50 nm
time fraction left there = 8.7e-09
verified
```
